\section*{Constant relaxation time at any field: shifted equilibria and exact Ohm's law, part 1}

(Sections cited here and not found follow in the second part.)

\section{From electrons at rest to any equilibrium}

\subsection{A case that can be solved by inspection}

Electrons of mass $m$ move on a line under a steady force $F>0$. Each electron collides at the rate $1/\tau$, whatever its velocity, and every collision brings it to rest. Between collisions it gains momentum at the rate $F$.

To find the velocities at a given instant, look back from that instant. Let $P(t')$ be the probability that an electron has had no collision during the last time $t'$. Extending the interval by $dt'$ multiplies this probability by $1-dt'/\tau$, because collisions in separate intervals are independent. Hence
\begin{equation}
\frac{dP}{dt'}=-\frac{P}{\tau},\qquad P(t')=e^{-t'/\tau}.
\end{equation}
The time since the last collision, written as $t'=s\tau$, therefore has the probability density $-dP/ds=e^{-s}$ for $s>0$. This supposes that the force has acted for many times $\tau$, so that practically every electron has collided at least once.

An electron whose last collision was a time $s\tau$ ago has the wave vector
\begin{equation}
k=sq,\qquad q=\frac{F\tau}{\hbar}.
\end{equation}
Here $q$ is the wave vector gained in one relaxation time. Changing the variable from $s$ to $k$, with $ds=dk/q$, gives the normalized distribution
\begin{equation}
p(k)=\frac1q\,e^{-k/q}\quad(k>0),\qquad p(k)=0\quad(k<0).
\label{cold}
\end{equation}
The integrals needed here and later are
\begin{equation}
\int_0^\infty s^n e^{-s}\,ds=n!\,,
\label{fact}
\end{equation}
which follows from $n$ integrations by parts. With $n=1$ the mean wave vector is $q$, and the mean velocity is
\begin{equation}
v_d=\frac{\hbar q}{m}=\frac{F\tau}{m}.
\end{equation}

The drift velocity is proportional to the force, however large the force is. The distribution is not: $F$ stands in the denominator of the exponent in \eqref{cold}, and no expansion in powers of $F$ about $F=0$ reproduces that function. A linear current therefore does not require a distribution that is linear in the field. What made the current linear is that velocity is proportional to $k$, that $k$ is proportional to the force for a given time since the last collision, and that the distribution of these times does not depend on the force.

\subsection{The kinetic equation behind this case}

Now let collisions return electrons to a general equilibrium instead of to rest. In a uniform system the occupation $f(\mathbf k,t)$ obeys the Boltzmann equation
\begin{equation}
\frac{\partial f}{\partial t}+\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\label{bte}
\end{equation}
The second term on the left expresses $\hbar\,d\mathbf k/dt=\mathbf F$. For electrons of charge $-e$ in an electric field $\mathbf E$, the force is $\mathbf F=-e\mathbf E$. The relaxation time $\tau$ is the same for all $\mathbf k$ and does not depend on the field. The function $f_0$ is a fixed equilibrium at the lattice temperature $T$.

The right-hand side has two parts. The term $-f/\tau$ removes electrons from $\mathbf k$ at the rate $1/\tau$. The term $+f_0/\tau$ puts them back, distributed according to $f_0$ and without memory of the state they left. In the first case $f_0$ was concentrated at $k=0$.

Conservation of particles restricts $f_0$. Integrate \eqref{bte} over $\mathbf k$. The force term becomes a surface term and vanishes, because $f$ vanishes at large $|\mathbf k|$. The particle number stays constant only if
\begin{equation}
\int f\,d\mathbf k=\int f_0\,d\mathbf k .
\end{equation}
So $f_0$ must have the actual electron density $n$. This is assumed throughout.

In the steady state the time derivative is zero. Multiplying by $\tau$ and writing $\mathbf q=\mathbf F\tau/\hbar$ gives
\begin{equation}
\mathbf q\cdot\nabla_{\mathbf k}f+f=f_0 .
\label{steady}
\end{equation}
The equation is linear in $f$. A microscopic collision term for electrons in general contains products of occupations, which express the exclusion principle. The relaxation form contains none, so the steps below hold for a degenerate gas as well as for a dilute one.

\subsection{Integration along the force}

The derivative in \eqref{steady} acts along $\mathbf q$ alone. Fix $\mathbf k$ and follow $f$ along the line $\mathbf k+\lambda\mathbf q$. By the chain rule,
\begin{equation}
\frac{d}{d\lambda}f(\mathbf k+\lambda\mathbf q)=\mathbf q\cdot\nabla f
=f_0(\mathbf k+\lambda\mathbf q)-f(\mathbf k+\lambda\mathbf q).
\end{equation}
Move the last term to the left and multiply by $e^\lambda$. The left side is then a total derivative:
\begin{equation}
\frac{d}{d\lambda}\left[e^{\lambda}f(\mathbf k+\lambda\mathbf q)\right]=e^\lambda f_0(\mathbf k+\lambda\mathbf q).
\end{equation}
Integrate from $\lambda=-\Lambda$ to $\lambda=0$:
\begin{equation}
f(\mathbf k)-e^{-\Lambda}f(\mathbf k-\Lambda\mathbf q)=\int_{-\Lambda}^{0}e^\lambda f_0(\mathbf k+\lambda\mathbf q)\,d\lambda .
\end{equation}
An occupation is bounded, so the second term on the left vanishes as $\Lambda\to\infty$. With $s=-\lambda$ the result is
\begin{equation}
\boxed{\,f(\mathbf k)=\int_0^\infty ds\,e^{-s}f_0(\mathbf k-s\mathbf q)\,}
\label{solution}
\end{equation}
The steady state is a superposition of equilibria, each shifted rigidly by $s\mathbf q$ and weighted by $e^{-s}$.

The derivation shows that a bounded solution must have this form. The converse is a direct substitution. Since $\mathbf q\cdot\nabla f_0(\mathbf k-s\mathbf q)=-\,d f_0(\mathbf k-s\mathbf q)/ds$, integration by parts gives
\begin{equation}
\mathbf q\cdot\nabla f=-\Big[e^{-s}f_0(\mathbf k-s\mathbf q)\Big]_0^\infty-\int_0^\infty e^{-s}f_0(\mathbf k-s\mathbf q)\,ds=f_0(\mathbf k)-f(\mathbf k),
\end{equation}
which is \eqref{steady}. Boundedness is what selects the solution. The homogeneous equation $\mathbf q\cdot\nabla h+h=0$ is solved by $e^{-k_\parallel/q}$ times any function of the transverse components, where $k_\parallel$ is the component along the force. Such a term grows without limit as $k_\parallel\to-\infty$ and cannot belong to an occupation.

Three checks follow from \eqref{solution}.

\begin{itemize}
\item The weights $e^{-s}$ are positive and integrate to one. Hence $f$ is an average of values of $f_0$, and $0\le f_0\le1$ implies $0\le f\le1$. The exclusion principle is respected at every field.
\item A rigid shift does not change the integral over $\mathbf k$, so $f$ has the density of $f_0$.
\item If $f_0$ is concentrated at $k=0$ on a line, the integral picks out $s=k/q$ and returns \eqref{cold}.
\end{itemize}

The weight also keeps its first meaning: $s\tau$ is the time since the last collision. This was tested on 300\,000 random collision histories, each observed $20\tau$ after its start. The mean time since the last collision agreed with $\tau$ to within five standard errors, which is $0.9\%$ of $\tau$.

\subsection{Switching on the force}

The steady state should also emerge from an initial equilibrium. Let the force be switched on at $t=0$, with $f=f_0$ at that moment. Follow $f$ along the path of a free electron, $f(\mathbf k+\lambda\mathbf q,\,t+\lambda\tau)$. Its derivative with respect to $\lambda$ is $\tau\,\partial_tf+\mathbf q\cdot\nabla f$, which by \eqref{bte} equals $f_0-f$. The factor $e^\lambda$ works as before, but the integration now starts at the switch-on, $\lambda=-t/\tau$:
\begin{equation}
f(\mathbf k,t)=e^{-t/\tau}f_0\!\left(\mathbf k-\frac{\mathbf Ft}{\hbar}\right)+\int_0^{t/\tau}ds\,e^{-s}f_0(\mathbf k-s\mathbf q).
\label{transient}
\end{equation}
The first term describes electrons that have not collided since the switch-on. They are all shifted by the same amount. As $t\to\infty$ this term dies out and \eqref{solution} remains, so the bounded solution is the one that the dynamics reaches.

The mean wave vector follows by adding the shifts with their weights. With $x=t/\tau$ and $\langle\mathbf k\rangle_0=0$,
\begin{align}
\langle\mathbf k\rangle&=\mathbf q\left[x e^{-x}+\int_0^x s\,e^{-s}ds\right]\nonumber\\
&=\mathbf q\left[x e^{-x}+1-(1+x)e^{-x}\right]=\mathbf q\,(1-e^{-x}).
\end{align}
At short times this is $\mathbf Ft/\hbar$, the free acceleration. At $t=\tau$ it has reached $1-e^{-1}=0.632$ of its final value. Time stepping of \eqref{bte} on a grid, starting from a Maxwellian, gave $0.6321$.

\subsection{Ohm's law for a parabolic band}

Let $\langle A\rangle$ be the average of $A(\mathbf k)$ over $f$, and $\langle A\rangle_0$ the average over $f_0$. Insert \eqref{solution} and use $\mathbf k'=\mathbf k-s\mathbf q$ as the integration variable. The shift passes from the distribution to the quantity averaged:
\begin{equation}
\langle A\rangle=\int_0^\infty ds\,e^{-s}\,\langle A(\mathbf k+s\mathbf q)\rangle_0 .
\label{average}
\end{equation}

Take a parabolic band with a constant, symmetric mass tensor $\mathsf M$:
\begin{equation}
\varepsilon(\mathbf k)=\frac{\hbar^2}{2}\,\mathbf k\cdot\mathsf M^{-1}\mathbf k,\qquad
\mathbf v(\mathbf k)=\frac1\hbar\nabla_{\mathbf k}\varepsilon=\hbar\,\mathsf M^{-1}\mathbf k .
\end{equation}
The velocity is linear in $\mathbf k$, and $\hbar\mathbf q=\mathbf F\tau$, so
\begin{equation}
\mathbf v(\mathbf k+s\mathbf q)=\mathbf v(\mathbf k)+s\,\tau\,\mathsf M^{-1}\mathbf F .
\end{equation}
The equilibrium depends on $\mathbf k$ through the energy, which is even in $\mathbf k$; hence $\langle\mathbf v\rangle_0=0$. The integral \eqref{fact} with $n=1$ leaves
\begin{equation}
\langle\mathbf v\rangle=\tau\,\mathsf M^{-1}\mathbf F .
\label{drift}
\end{equation}
The current density is $\mathbf J=-en\langle\mathbf v\rangle$. With $\mathbf F=-e\mathbf E$ the two minus signs cancel:
\begin{equation}
\boxed{\;\mathbf J=ne^2\tau\,\mathsf M^{-1}\mathbf E\;}
\label{ohm}
\end{equation}
No step assumed a weak field. Within this model Ohm's law is exact, and its coefficient contains neither the temperature nor the degeneracy. For an isotropic mass it reduces to $J=(ne^2\tau/m)E$.

A numerical test was made for a degenerate gas with a tilted mass tensor. In units with $\hbar=k_BT=1$, take two dimensions, a chemical potential of 5, and
\begin{equation}
\mathsf M^{-1}=\begin{pmatrix}1.2&0.4\\0.4&0.8\end{pmatrix},\qquad \mathbf q=(1.0,\;0.7).
\end{equation}
Equation \eqref{drift} predicts the velocity $(1.48,\,0.96)$, which is not parallel to the force. Equation \eqref{steady} was solved by Fourier transformation in $\mathbf k$, without use of the superposition. The largest deviation of a velocity component from the prediction was $7\times10^{-15}$, which is rounding error.

\subsection{Linear current, heated electrons}

The energy is quadratic in $\mathbf k$, and the same shift gives
\begin{equation}
\varepsilon(\mathbf k+s\mathbf q)=\varepsilon(\mathbf k)+s\hbar^2\,\mathbf k\cdot\mathsf M^{-1}\mathbf q+\frac{s^2\hbar^2}{2}\,\mathbf q\cdot\mathsf M^{-1}\mathbf q .
\end{equation}
The middle term averages to zero over $f_0$. In the last term, \eqref{fact} with $n=2$ supplies a factor of 2, which cancels the $\tfrac12$. The rise of the mean energy is
\begin{equation}
\Delta\varepsilon=\hbar^2\,\mathbf q\cdot\mathsf M^{-1}\mathbf q=\tau^2\,\mathbf F\cdot\mathsf M^{-1}\mathbf F=\tau\,\mathbf F\cdot\langle\mathbf v\rangle .
\label{heat}
\end{equation}
This is the Joule balance. Averaged over the electrons, the field does work at the rate $\mathbf F\cdot\langle\mathbf v\rangle$ per electron, and the collision term removes energy at the rate $\Delta\varepsilon/\tau$ per electron.

For an isotropic mass $\Delta\varepsilon=mv_d^2$, which is twice the kinetic energy of the drift. One half, $\tfrac12mv_d^2$, belongs to the mean motion. The other half is random energy, which arises because electrons have been accelerated for different times.

This separates three distributions that carry the same current. The superposition \eqref{solution} has the energy rise $mv_d^2$. An equilibrium shifted rigidly by $\mathbf q$ also has the mean velocity $v_d$, but a rise of $\tfrac12mv_d^2$. The weak-field form $f_0-\mathbf q\cdot\nabla f_0$ has the same mean velocity too, because integration by parts gives $-\int\mathbf v\,(\mathbf q\cdot\nabla f_0)\,d\mathbf k=\hbar\mathsf M^{-1}\mathbf q\int f_0\,d\mathbf k$. Its energy rise is zero, since the correction is odd in $\mathbf k$ and the energy is even. The weak-field form is only an approximation: for a Maxwellian $f_0$ it becomes negative far enough against the force, which no occupation can be. The current alone does not reveal these differences.

\section{The heated distribution, other bands, and gallium arsenide}

\subsection{What is carried over}

A steady force $\mathbf F=-e\mathbf E$ acts on electrons that relax to the equilibrium $f_0$ with one constant time $\tau$. With $\mathbf q=\mathbf F\tau/\hbar$, the steady occupation and the averages over it are
\begin{equation}
f(\mathbf k)=\int_0^\infty ds\,e^{-s}f_0(\mathbf k-s\mathbf q),\qquad
\langle A\rangle=\int_0^\infty ds\,e^{-s}\langle A(\mathbf k+s\mathbf q)\rangle_0,
\label{carry}
\end{equation}
where $\langle\cdots\rangle_0$ is the equilibrium average and $s\tau$ is the time since the last collision. For a parabolic band of isotropic mass $m$, the drift speed is $v_d=F\tau/m$ at any field, and the mean energy rises by $mv_d^2$.

\subsection{A Maxwellian equilibrium}

For a dilute gas at temperature $T$, momentum is naturally measured in units of $\sqrt{mk_BT}$. Define
\begin{equation}
\kappa=\frac{\hbar k_\parallel}{\sqrt{mk_BT}},\qquad
u=\frac{\hbar q}{\sqrt{mk_BT}}=\frac{v_d}{\sqrt{k_BT/m}} .
\end{equation}
The number $u$ compares the drift with the thermal speed $\sqrt{k_BT/m}$ of one velocity component. The transverse components keep their equilibrium distribution, because the shifts are along the force. The normalized distribution along the force is
\begin{equation}
p(\kappa)=\int_0^\infty ds\,e^{-s}\,\frac{e^{-(\kappa-us)^2/2}}{\sqrt{2\pi}} .
\end{equation}
To integrate, complete the square in $s$:
\begin{equation}
-s-\frac{(\kappa-us)^2}{2}=-\frac12\left[us-\left(\kappa-\frac1u\right)\right]^2+\frac{1}{2u^2}-\frac{\kappa}{u}.
\end{equation}
Expanding the square on the right confirms this. The terms in $s$ are $-u^2s^2/2+us\kappa-s$, and the terms without $s$ add up to $-\kappa^2/2$. Now let $y=us-(\kappa-1/u)$, so that $ds=dy/u$ and the lower limit is $y=-(\kappa-1/u)$. The remaining Gaussian integral is the normal cumulative function $\Phi(x)=\int_{-\infty}^{x}e^{-y^2/2}dy/\sqrt{2\pi}$, by the symmetry of the integrand. Hence
\begin{equation}
p(\kappa)=\frac1u\,\exp\!\left(\frac{1}{2u^2}-\frac{\kappa}{u}\right)\Phi\!\left(\kappa-\frac1u\right).
\label{emg}
\end{equation}

This was compared with a finite-difference solution of $u\,p'+p=e^{-\kappa^2/2}/\sqrt{2\pi}$ for $u=0.0907$, $0.302$, $0.907$ and $3$. The largest absolute difference in $p$ was $1.6\times10^{-10}$; for comparison, the equilibrium distribution has the peak value $1/\sqrt{2\pi}\approx0.4$.

Two limits connect \eqref{emg} with known cases. As $u\to0$ the shifts disappear and the Maxwellian returns, as the integral form shows at once. For $u\gg1$ and $\kappa\gg1$, both $\Phi$ and $e^{1/(2u^2)}$ tend to one, leaving $p\approx e^{-\kappa/u}/u$. That is the distribution of electrons that restart from rest: the thermal motion has become negligible beside the motion gained from the field.

At any $u>0$ the far tail, $\kappa-1/u\gg1$, is a simple exponential in $\kappa$, whereas the equilibrium tail is Gaussian. Electrons far out in the tail are those that have escaped collisions for an unusually long time.

With a constant relaxation time, the steady state is a superposition of shifted equilibria; in a parabolic band it carries a current linear in the field at any strength while the electrons heat, and for a Maxwellian equilibrium it has the closed form \eqref{emg}. What remains is to find the width, skewness and peak of that distribution, to determine which other bands obey Ohm's law, and to compare the model with gallium arsenide.

Numerical values quoted here were computed with a short program.
